Why deuterium tracer and chemical diffusivities differ in a hydrogen lattice gas

Suppose that the hydrogen in a 100 nm dielectric film is swapped for deuterium at constant total content, and that half of the exchange takes 315 s. The diffusivity deduced from this time is then used to predict how fast the film takes up more hydrogen when the gas pressure is raised. For the model film worked out below, the prediction is again 315 s, but the uptake is half complete after 134 s. If both times are measured, the mismatch may be blamed on the mass of deuterium or on a faulty measurement. Neither is needed: two different diffusivities have been measured, and they differ even if H and D jump at the same rate.

**The model**

Atoms sit on equivalent sites with spacing a, at most one per site. An atom jumps to each empty neighbouring site at rate w. Atoms do not interact otherwise, and H and D behave alike until stated. The occupation n_i is 0 or 1, its mean is the filling θ, and

D0 = w a²

is the diffusivity of a lone atom. The chemical diffusivity D_chem governs the spreading of total filling. The tracer diffusivity D_tr governs the displacement X of one marked atom at uniform filling: ⟨X²⟩ = 2 D_tr t at long times, for the component X along one axis.

**A counter-example: atoms on a ring**

Take N atoms on a ring of M sites, and count displacements without resetting them after a full turn. Atoms cannot pass each other, so their separations stay bounded, and at long times each atom diffuses as the centre of mass does.

Let S be the sum of all displacements. Its mean velocity in a given arrangement is

w a Σ_i [n_i(1 − n_{i+1}) − n_i(1 − n_{i−1})] = w a Σ_i [n_i n_{i−1} − n_i n_{i+1}] = 0,

because both products, summed round the ring, count the same neighbouring pairs. With no drift in any arrangement, successive steps of S are uncorrelated, and ⟨S²⟩ is a² times the mean number of jumps.

Each move and its reverse have the same rate, so in equilibrium all arrangements are equally likely. A given neighbour of an atom is then empty with probability (M − N)/(M − 1). With N atoms and two directions,

⟨S²⟩ = 2 w a² t N(M − N)/(M − 1).

The centre of mass moves by S/N. Dividing by N² and then by 2t gives

D_tr = D0 (M − N)/[N(M − 1)].

For 5 atoms on 10 sites this is 5/(5·9) = 0.111 D0; for 3 atoms on 6 sites it is 0.2 D0. At fixed filling it vanishes as the ring grows.

The total filling behaves differently. Site i gains an atom from neighbour j at mean rate w⟨n_j(1 − n_i)⟩ and loses one to it at mean rate w⟨n_i(1 − n_j)⟩. The products cancel in the difference:

d⟨n_i⟩/dt = w(⟨n_{i+1}⟩ + ⟨n_{i−1}⟩ − 2⟨n_i⟩).

This is the equation for a single atom on an empty ring, so D_chem = D0 at every filling. When two atoms meet, neither can pass, and a marked atom is held up. For the total filling, a blocked exchange of two identical atoms would have changed nothing.

**The general statement**

On a simple cubic lattice with the assumptions above:

(1) D_chem = D0 at every filling.

(2) D_tr ≤ (1 − θ) D0, so D_tr lies below D_chem for every θ > 0 and vanishes as θ → 1.

**Proof of (1)**

The cancellation holds bond by bond in any dimension:

d⟨n_i⟩/dt = w Σ_j (⟨n_j⟩ − ⟨n_i⟩), with j running over the neighbours of i.

For a filling ρ(x) that varies along one axis, the right side is w[ρ(x+a) + ρ(x−a) − 2ρ(x)], which becomes w a² ρ″ when ρ varies slowly over a spacing. Hence D_chem = w a². The lattice equation assumes neither local equilibrium nor a slowly varying filling; only the last step, to the continuum, needs slow variation.

In thermodynamic terms, the chance that a target site is empty multiplies the jump rate by 1 − θ. The chemical potential is μ = kT ln[θ/(1 − θ)], so the thermodynamic factor d(μ/kT)/d ln θ equals 1/(1 − θ). The two factors cancel.

Equal jump rates matter here. If deuterium jumps at a different rate, the products on a bond carry different prefactors and no longer cancel. This was tested on a ring of five sites, followed for a time 0.4/w from four starting arrangements. With equal rates the mean total filling agreed with one-atom diffusion to rounding error. With the deuterium rate halved, it departed from diffusion at the hydrogen rate by up to 0.11 in filling. Slower deuterium would cause a departure even if atoms never blocked one another, so the figure does not measure the failed cancellation.

**Why a deuterium profile measures D_tr**

Let the total filling be uniform and in equilibrium, and let an atom at site j carry the label D with probability c_j. With equal rates the label does not affect the motion, so the mean deuterium occupation at site i is

⟨d_i(t)⟩ = θ Σ_j c_j P(i,t|j),

where P is the probability that a marked atom starting at j is at i after time t. A smooth profile therefore spreads with D_tr, whether deuterium is a trace or most of the hydrogen.

**Proof of (2)**

Let η be the arrangement of the other atoms as seen from the marked atom. Take a large periodic lattice, so that all sums are finite. A change η → η′ has rate k, moves the marked atom by Δx along the chosen axis (zero if another atom jumps), and has a reverse with the same rate and displacement −Δx. In equilibrium each other site is therefore filled independently with probability θ, and the weight p(η) satisfies p(η)k(η→η′) = p(η′)k(η′→η).

Define the mean velocity and the mean rate of change of a function φ(η):

V(η) = Σ k Δx,  (Lφ)(η) = Σ k Δφ, with Δφ = φ(η′) − φ(η).

Choose φ so that Lφ = −V. This is possible because V averages to zero over each set of mutually reachable arrangements: every displacement is cancelled by its reverse. Then X + φ has no drift in any arrangement, and its increments are uncorrelated. Since φ is bounded, it does not affect the long-time growth of ⟨X²⟩, and

2 D_tr = Q[φ], where Q[φ] = Σ_η p Σ k (Δx + Δφ)².

This φ minimises Q. Replacing φ by φ + ψ adds the non-negative term Σ p k (Δψ)² and the cross term

2 Σ p k (Δx + Δφ)[ψ(η′) − ψ(η)].

In the part with ψ(η′), exchange the names η and η′. The product p k is unchanged and Δx + Δφ changes sign, so this part equals the other one. The cross term is −4 Σ_η p ψ (V + Lφ) = 0.

Any trial function therefore gives an upper bound on 2D_tr. With φ = 0, two directions contribute a² each, at rate w and with probability 1 − θ of an empty target:

2 D_tr ≤ 2 w a² (1 − θ).

This proves (2).

**A sharper value for the cubic lattice**

Write D_tr = (1 − θ) f D0. The correlation factor f ≤ 1 arises because the site just left by the marked atom is certainly empty, which favours a jump back. To estimate f, and to prepare for an isotope effect, let the marked atom jump at rate r w. Measure lattice vectors in units of a and take

φ = a Σ_{x≠0} g(x)(n_x − θ),

with g odd along the chosen axis and even along the others. Then g = g₁ at the forward neighbour, −g₁ at the backward one, and 0 at the four side neighbours.

When other atoms jump, a bond between x and y that does not touch the marked atom can act if its two occupations differ, which has probability 2θ(1 − θ). The contribution to Q is

2 w a² θ(1 − θ) E, where E = Σ_bonds [g(x) − g(y)]².

When the marked atom jumps by e into an empty site, an atom at y is afterwards seen at y − e, and the site left behind is empty. Hence

Δφ/a = Σ_{y≠0,e} [g(y−e) − g(y)](n_y − θ) − θ g(−e) + θ g(e).

The last two terms add up to 2θ g(e). The quantities n_y − θ are independent, with mean zero and variance θ(1 − θ). Averaging the square of Δx + Δφ and summing over the six directions gives

a² [2(1 + 2θg₁)² + 2θ(1 − θ)E],

since each bond away from the marked atom occurs twice. Multiply by r w(1 − θ), add the contribution of the other atoms, and divide by 2:

D_tr ≤ D0(1 − θ)[r(1 + 2θg₁)² + θ s E], with s = 1 + r(1 − θ).

For given g₁, the least E is a resistor problem: g is a voltage and each bond a unit resistor. Let R be the resistance between the forward and backward neighbours in the complete lattice. The voltage between them is 2g₁, so the power is 4g₁²/R. The central site is at zero voltage by symmetry, and its bonds take g₁² + g₁², which must be removed. Thus

E = κ g₁², with κ = 4/R − 2.

Setting the derivative with respect to g₁ to zero gives g₁ = −2r/(κs + 4θr), hence 1 + 2θg₁ = κs/(κs + 4θr). The bracket becomes

[r(κs)² + 4θr²κs]/(κs + 4θr)² = rκs/(κs + 4θr),

and therefore

D_tr ≤ r(1 − θ) D0 / [1 + 4θr/(κs)].

Solving the resistor network by Fourier series gives R as the average of (1 − cos 2k_x)/Σ_i(1 − cos k_i) over all wave vectors. For the infinite cubic lattice R = 0.4197 and κ = 7.531. For r = 1,

f ≤ 1/{1 + 4θ/[κ(2 − θ)]}.

The bound becomes an equality to first order at both ends. Near θ = 0, only arrangements with no other atom or one other atom matter to this order, and any function of one atom's position is linear in the n_x. Near θ = 1 the same holds for a single vacancy. Thus D_tr/D0 ≈ 1 − (1 + 2/κ)θ = 1 − 1.27θ in the dilute limit, and f → 1/(1 + 4/κ) = 0.653 near full occupation.

In between, a Monte Carlo simulation on 8×8×8 sites gave D_tr/D0 = 0.422 ± 0.002 at θ = 0.5 and 0.1465 ± 0.0005 at θ = 0.8. The formula gives 0.425 and 0.148, less than 1% higher, so it serves below as an estimate. It falls steadily with filling: 0.88, 0.64, 0.42, 0.23 and 0.07 at θ = 0.1, 0.3, 0.5, 0.7 and 0.9.

For a single line of sites, R = 2 and κ = 0. The bound then tends to zero at any filling above zero, in agreement with the long ring.

Dividing a measured D_tr by 1 − θ does not recover D_chem either. It gives f D0, which at half filling is about 0.85 D0.

**The film in numbers**

Take a = 0.5 nm, an attempt rate of 10¹³ per second, a barrier of 1.5 eV, and 673.15 K (400 °C), where kT = 0.05801 eV. Then

w = 10¹³ exp(−1.5/0.05801) = 58.9 per second,

D_chem = 58.9 × (0.5×10⁻⁷ cm)² = 1.47×10⁻¹³ cm²/s.

At half filling, 4θ/[κ(2 − θ)] = 2/(7.531 × 1.5) = 0.177, so f = 1/1.177 = 0.850 and

D_tr = 0.5 × 0.850 × 1.47×10⁻¹³ = 6.25×10⁻¹⁴ cm²/s.

The film has thickness L = 100 nm, one face in fast exchange with the gas and the other blocked. The departure from the final state is zero at the open face and has zero slope at the blocked one, so its modes are sin[(2m+1)πx/2L]. A uniform initial departure of 1 has coefficients 4/[(2m+1)π], and each mode has the film average 2/[(2m+1)π]. The completed fraction is

U = 1 − Σ_m {8/[(2m+1)²π²]} exp[−(2m+1)²π² D t/(4L²)].

It reaches one half at t = 0.1967 L²/D. With L² = 10⁻¹⁰ cm², this gives 134 s for a pressure step, where D = D_chem, and 315 s for an H-to-D swap at fixed half filling, where D = D_tr. Using the swap value for the pressure step overestimates the time by a factor of about 2.35. The formula for D_tr is slightly high, by less than 1% in the simulations above, so the swap time is too short by up to about 3 s. Both times are continuum values: for 200 planes of sites beside a reservoir plane, the pressure step takes about 1% longer. In this model the pressure-step time does not depend on the initial and final fillings, whereas the swap time depends on the filling at which the swap is made.

**What the model leaves out**

Deuterium is heavier. As a rough size, let one harmonic mode of 2000 cm⁻¹ be lost at the saddle point, all other factors being equal for the isotopes. The jump rate is then proportional to sinh(hν/2kT), and the deuterium frequency, lower by a factor of about √2 if the host atom stays at rest, gives r = 0.52. For a trace of deuterium in hydrogen at half filling, the formula gives D_tr = 0.23 D0, and the ratio D_chem/D_tr rises from 2.35 to 4.3. A complete swap would need a two-component calculation, since the labels are no longer passive.

Unequal site energies undermine statement (1). Let the rate out of a site of energy E be w exp(E/kT). In equilibrium n/(1 − n) = λ exp(−E/kT), so the mean jump rate along a bond is wλ(1 − n_i)(1 − n_j). Averaging over independent site energies and dividing by dθ/d ln λ = ⟨n(1 − n)⟩ gives the mean-field estimate

D_chem/D0 ≈ λ(1 − θ)²/⟨n(1 − n)⟩.

It is an upper bound at each filling, for the same reason as the choice φ = 0 above, and it probably overstates the rise, since it overshoots more at half filling in the clusters described below. For a Gaussian spread of 0.05 eV it gives 0.81 at θ = 0.1 and 1.16 at θ = 0.5, a rise by a factor of about 1.4: the deep sites fill first and then hold back fewer of the added atoms. An exact calculation for one arrangement of a 3×3 periodic cluster, with energies between −1.5 and 1.5 kT, also shows a rise, from 0.74 to 1.13, where the same estimate, with (1 − n_i)(1 − n_j) averaged over the cluster's own bonds along the chosen axis, gives 0.76 and 1.24. The exact value at half filling depends strongly on how the energies are placed. Three other arrangements of the same energies give 0.90 to 0.99, a rise by a factor of 1.2 to 1.3 where the estimate gives about 1.5. The estimate shows the direction of the effect, but not its size.

A repulsion J between neighbours adds 6Jθ to μ in first order. This multiplies the thermodynamic factor by 1 + 6Jθ(1 − θ)/kT, which to this order is 1.26 at half filling for J = 0.01 eV. The accompanying change in mobility is not included.

Finally, the surface must exchange atoms at a velocity well above D0/L = 1.5×10⁻⁸ cm/s. Otherwise the surface helps to set both times, and neither yields a diffusivity by the formula used here. Even at ten times D0/L, with a surface flux proportional to the departure from the final filling, the pressure step would take 186 s instead of 134 s.

**Beside real films**

The parameters are round numbers, chosen with a hydrogen-rich plasma-deposited dielectric on silicon during a 400 °C anneal in mind, but not fitted to any measured film. Half filling means 4×10²¹ hydrogen atoms per cm³, or about 5 at.% in a silicon nitride of density 2.5 g/cm³. That hydrogen content is far above that of a dry thermal oxide, but on the low side for plasma-deposited nitride. Such nitride often holds 10 to 30 at.%, more hydrogen than the model has sites, and most of it is bound to silicon or nitrogen, that is, in deep sites. The content alone does not show that half the sites are filled: with 4×10²² sites per cm³ instead of the 8×10²¹ assumed here, the filling would be only 10%. If only 1% of equivalent sites were filled, the two diffusivities would differ by only about 1.3%. An amorphous film breaks the assumption of equal site energies. The spread of 0.05 eV is a chosen value; a larger one would make D_chem depend more strongly on filling. For design, a diffusivity from isotope exchange may be used for hydrogen uptake or loss if all sites that hold hydrogen, deep ones included, are nearly empty and stay so throughout, hydrogen moves as neutral atoms that do not bind to one another in pairs or molecules, the isotope effect is negligible or corrected, and the surface is fast. Charged hydrogen is excluded because, when it moves with an equal number of much faster electrons, uptake can be about twice as fast as the tracer diffusivity suggests, even at low filling, and faster still if the electrons are degenerate. Nearly empty transport sites are not enough either: when deep sites are almost full and contain most of the hydrogen, they slow a marked atom more than they slow the uptake, because only their few vacancies can catch added atoms. At higher filling, uptake should be measured by changing the total content. The numerical output gives the values used here to more digits.

Table of computed values

```
INPUTS (rough or chosen)
site spacing 0.5 nm, film 100 nm, filling 0.5
attempt rate 1e+13 1/s, barrier 1.5 eV
temperature 673.15 K, kT = 0.05801 eV
site density 8.00e+21 cm^-3
hydrogen density 4.00e+21 cm^-3
TESTS (diffusivities in units of w a^2)
total-filling error, equal rates: 2.2e-16
total-filling error, D rate halved: 0.1126
3x3 cluster, filling 0.2: chemical 1.000000, tracer 0.7517, bound 0.7522
3x3 cluster, filling 0.5: chemical 1.000000, tracer 0.4186, bound 0.4200
3x3 cluster, filling 0.8: chemical 1.000000, tracer 0.1442, bound 0.1448
half-filled ring of 6 sites: tracer 0.2000
half-filled ring of 10 sites: tracer 0.1111
cubic Monte Carlo, filling 0.5: tracer 0.4221 +- 0.0016, formula 0.4248
cubic Monte Carlo, filling 0.8: tracer 0.1465 +- 0.0005, formula 0.1477
disordered cluster, exact chemical, filling 0.1: 0.742
disordered cluster, exact chemical, filling 0.5: 1.130
same, mean-field estimates: 0.757 and 1.237
CUBIC LATTICE
resistance R = 0.419683 (unit resistors), kappa = 7.5310
correlation factor f near full filling = 0.6531
filling 0.1: f = 0.9728, D_tr/D0 = 0.8755
filling 0.3: f = 0.9143, D_tr/D0 = 0.6400
filling 0.5: f = 0.8496, D_tr/D0 = 0.4248
filling 0.7: f = 0.7776, D_tr/D0 = 0.2333
filling 0.9: f = 0.6971, D_tr/D0 = 0.0697
FILM
jump rate w = 58.85 1/s per direction
chemical diffusivity = 1.471e-13 cm^2/s
tracer diffusivity = 6.249e-14 cm^2/s
ratio chemical/tracer = 2.354
half-time coefficient c = 0.19673 (continuum series)
same from lattice films, extrapolated = 0.19673
end shift of the 200-plane film = 1.01 percent
half time, pressure step = 133.7 s
half time, H-to-D swap = 314.8 s
NEGLECTED EFFECTS
lost mode 2000 cm^-1: D/H jump-rate ratio 0.516
with it, D_tr/D0 = 0.2327, chemical/tracer = 4.30
site spread 0.05 eV: D_chem/D0 at filling 0.1 = 0.813
same at filling 0.5 = 1.162, rise by factor 1.43
repulsion 0.01 eV: thermodynamic factor multiplied by 1.259
surface exchange must greatly exceed D0/L = 1.47e-08 cm/s
```
